# Asymptotic Donor Exchange and Its Sensitivity to Axial Placement Errors

## Two implanted donors

Two donor ions are implanted in a semiconductor and annealed onto lattice sites. Each binds one electron, whose spin serves as a qubit, and the exchange interaction couples the two spins. Ions do not stop exactly where they are aimed. How much does the coupling change if the final position is wrong by one Bohr radius of the donor electron?

The coupling comes from the overlap of two exponential tails, so a strong dependence on the separation $R$ is expected. These notes derive the large-$R$ law in a single-valley hydrogenic model, then the leading effect of a displacement and its first correction in $1/R$. The answer depends on direction: a shift of one Bohr radius along the donor axis changes the exchange severalfold, while the same shift sideways has a much smaller effect.

## Model and units

Each electron moves in one isotropic band minimum with effective mass $m^*$, in a medium of relative permittivity $\varepsilon_r$. Define

$$a=\frac{4\pi\varepsilon_0\varepsilon_r\hbar^2}{m^*e^2},\qquad E_a=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r a}=\frac{\hbar^2}{m^*a^2}.$$

With lengths in units of $a$, the kinetic energy carries the factor $\hbar^2/(m^*a^2)=E_a$ and every Coulomb term carries the same factor. The Hamiltonian is therefore $E_a$ times that of H$_2$ with fixed nuclei:

$$H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac1{r_{1A}}-\frac1{r_{1B}}-\frac1{r_{2A}}-\frac1{r_{2B}}+\frac1{r_{12}}+\frac1R .$$

Donor $A$ is at $z=-R/2$ and donor $B$ at $z=+R/2$. Scaled units are used until the worked example.

The spin Hamiltonian is $J\,\mathbf S_1\cdot\mathbf S_2$ with dimensionless spins. Since $\mathbf S_1\cdot\mathbf S_2$ equals $1/4$ in the triplet and $-3/4$ in the singlet, $J=E_t-E_s$.

## Exchange as a flux

Let $\Psi_s$ and $\Psi_t$ be the lowest singlet and triplet spatial functions, real and normalized. Form

$$\Psi_1=\frac{\Psi_s+\Psi_t}{\sqrt2},\qquad \Psi_2=\frac{\Psi_s-\Psi_t}{\sqrt2}.$$

With suitable signs, $\Psi_1$ has electron 1 near $A$ and electron 2 near $B$; $\Psi_2$ has them exchanged. Let $\Omega$ be the region $z_1<z_2$, where $\Psi_1$ is concentrated. From the two eigenvalue equations,

$$J\int_\Omega\Psi_s\Psi_t=\int_\Omega(\Psi_sH\Psi_t-\Psi_tH\Psi_s)
=-\frac12\int_{z_1=z_2}(\Psi_s\partial_n\Psi_t-\Psi_t\partial_n\Psi_s)\,dS .$$

The potentials cancel, and Green's theorem turns the kinetic terms into a surface integral. The outward normal derivative is $\partial_n=(\partial_{z_1}-\partial_{z_2})/\sqrt2$.

On the left, $\int_\Omega\Psi_s\Psi_t=\tfrac12\int_\Omega(\Psi_1^2-\Psi_2^2)\simeq\tfrac12$, with an exponentially small error. On the right, inserting $\Psi_{s,t}=(\Psi_1\pm\Psi_2)/\sqrt2$ gives $\Psi_2\partial_n\Psi_1-\Psi_1\partial_n\Psi_2$ for the bracket. Hence

$$J=\int(\Psi_1\partial_n\Psi_2-\Psi_2\partial_n\Psi_1)\,dS .$$

Near the axis the dominant factor of $\Psi_1$ is $e^{-r_{1A}-r_{2B}}$. There $\partial_{z_1}$ gives $-1$ and $\partial_{z_2}$ gives $+1$, so $\partial_n\Psi_1\simeq-\sqrt2\,\Psi_1$. By exchange, $\partial_n\Psi_2\simeq+\sqrt2\,\Psi_2$. The integrand is $2\sqrt2\,\Psi_1\Psi_2$. A step $dz$ of both coordinates has length $\sqrt2\,dz$, so $dS=\sqrt2\,dz\,d^2\rho_1d^2\rho_2$ and

$$J\simeq4\int dz\,d^2\rho_1\,d^2\rho_2\,\Psi_1\Psi_2 .\tag{1}$$

The flux relation was tested in a one-dimensional two-electron model, where diagonalization gives a gap of $8.22\times10^{-4}$ and the flux gives $8.26\times10^{-4}$ hartree. The difference is error of the finite-difference grid; on a converged grid both are $8.22\times10^{-4}$.

## Correlation of the tunnelling electrons

Write $\Psi_1=\chi\,e^{-r_{1A}-r_{2B}}/\pi$, where $\chi$ varies slowly. Because $\nabla^2e^{-r}=(1-2/r)e^{-r}$, the exponentials account for each electron's attraction to its own donor and for the energy $-1$ of two separate atoms. The energy shift from $-1$ is negligible at leading order. The cross term $-\nabla\chi\cdot\nabla e^{-r}$ equals $+e^{-r}\,\hat{\mathbf r}\cdot\nabla\chi$. Dropping second derivatives of $\chi$ leaves

$$(\hat{\mathbf r}_{1A}\cdot\nabla_1+\hat{\mathbf r}_{2B}\cdot\nabla_2)\ln\chi=-W,\qquad
W=\frac1R-\frac1{r_{1B}}-\frac1{r_{2A}}+\frac1{r_{12}} .$$

Along a ray both electrons leave their own donors at unit speed. Let them meet the surface at $z_1=z_2=z\ge0$, with transverse separation $\rho_{12}$, and set $t=2z/R$. Going back a distance $\tau$ puts them at $z-\tau$ and $z+\tau$. Electron 2 reaches $B$ first, at $\tau=T=\tfrac R2(1-t)$. There $r_{12}=r_{1B}$ and $r_{2A}=R$, so $W=0$: electron 1 faces a neutral atom, and $\chi=1$. Therefore $\ln\chi=-\int_0^TW\,d\tau$ on the surface. The four integrals are

$$\int_0^T\frac{d\tau}R=\frac{1-t}2,\qquad \int_0^T\frac{d\tau}{T+\tau}=\ln2,$$

$$\int_0^T\frac{d\tau}{\frac R2(1+t)+\tau}=\ln\frac2{1+t},\qquad
\int_0^T\frac{d\tau}{\sqrt{4\tau^2+\rho_{12}^2}}\simeq\frac12\ln\frac{2R(1-t)}{\rho_{12}} .$$

The last form holds for $\rho_{12}\ll T$. With the signs of $W$,

$$\ln\chi=-\frac{1-t}2+\ln2+\ln\frac2{1+t}-\frac12\ln\frac{2R(1-t)}{\rho_{12}},$$

and doubling and exponentiating gives

$$\chi^2=\frac{8\rho_{12}\,e^{-(1-t)}}{R(1-t)(1+t)^2}.\tag{2}$$

For $z<0$ the same result holds with $t=2|z|/R$. Equation (2) agrees with numerical integration along the true three-dimensional rays at very large $R$. The factor is small at small $\rho_{12}/R$ because the electrons repel each other when they pass. Its exact zero at $\rho_{12}=0$ belongs to the approximation: for $\rho_{12}$ of order 1 or less the dropped second derivatives of $\chi$ matter, and the true wave function is not zero there. At large $R$ that region has negligible weight in the integral below, where typical values of $\rho_{12}$ are of order $\sqrt R$.

## The surface integral

Exchanging the electrons leaves $\rho_{12}$ and $z$ unchanged on the surface, so $\Psi_1\Psi_2$ contains $\chi^2$. For small transverse distance $\rho$,

$$r_A+r_B\simeq R+\frac{\rho^2}2\cdot\frac2R\left(\frac1{1+t}+\frac1{1-t}\right)=R+\alpha\rho^2,\qquad \alpha=\frac2{R(1-t^2)} .$$

The typical $\rho$ is thus of order $\sqrt R$, small compared with $R$, as assumed. The transverse integral is

$$G=\int d^2\rho_1d^2\rho_2\,|\boldsymbol\rho_1-\boldsymbol\rho_2|\,e^{-\alpha(\rho_1^2+\rho_2^2)} .$$

Use $\boldsymbol\rho=\boldsymbol\rho_1-\boldsymbol\rho_2$ and $\mathbf P=(\boldsymbol\rho_1+\boldsymbol\rho_2)/2$, which have unit Jacobian and satisfy $\rho_1^2+\rho_2^2=2P^2+\rho^2/2$. The $\mathbf P$ integral is $\pi/(2\alpha)$. The other is $2\pi\int_0^\infty\rho^2e^{-\alpha\rho^2/2}d\rho=\sqrt2\,\pi^{3/2}\alpha^{-3/2}$. Thus

$$G=\frac{\pi^{5/2}}{\sqrt2}\alpha^{-5/2}=\frac{\pi^{5/2}}{8}R^{5/2}(1-t^2)^{5/2} .$$

The parts of the surface beyond the donors, $|z|>R/2$, are negligible at large $R$, because the integrand decays there within a distance of order 1. Both signs of $z$ contribute equally, so $\int dz\to R\int_0^1dt$. Equation (1) becomes

$$J=\frac{4e^{-2R}}{\pi^2}\,R\int_0^1dt\,\frac{8e^{-(1-t)}}{R(1-t)(1+t)^2}\,G .$$

The numerical factor is $4\cdot8/8=4$, the powers of $\pi$ leave $\sqrt\pi$, and $x=1-t$ gives

$$J\simeq C\,R^{5/2}e^{-2R},\qquad C=4\sqrt\pi\int_0^1x^{3/2}(2-x)^{1/2}e^{-x}dx\simeq1.64 .\tag{3}$$

The power $5/2$ has a simple count: $R$ from the length of the surface, $R^2$ from two transverse areas of order $R$, and $R^{-1/2}$ from $\chi^2\sim\rho_{12}/R$. If all of $W$ is ignored by setting $\chi=1$, then $G$ is replaced by $(\pi/\alpha)^2$ and

$$J_{\chi=1}=R^3e^{-2R}\int_0^1(1-t^2)^2dt=\frac8{15}R^3e^{-2R}.$$

Numerical surface integrals with unexpanded distances give powers $2.4996$ and $2.9998$ for the two cases. Of the four terms of $W$, only the repulsion $1/r_{12}$ puts a power of $R$ into $\chi^2$ when $\rho_{12}\sim\sqrt R$; the others give factors that depend on $t$ alone. Within $\chi$, the repulsion term thus changes the power but not the exponential. The exponential $e^{-2R}$ itself does depend on repulsion, which keeps one electron on each donor so that both must tunnel: with $1/r_{12}$ deleted from $H$, the gap is the one-electron splitting of H$_2^+$, which falls as $R\,e^{-R}$.

## Displacements: leading effect and first correction

The neglected terms in the derivation are smaller than the leading one by a relative amount of order $R^{-1/2}$. For example, the derivative of $\ln\chi$ at the surface is of order $1/\rho_{12}\sim R^{-1/2}$, compared with 1 from the exponential. Suppose this correction varies smoothly, as a power of $R$. A fixed axial displacement $d$ then changes it only by order $dR^{-3/2}$. Restoring $a$,

$$\ln\frac{J(R+d)}{J(R)}=-\frac{2d}a+\frac{5d}{2R}+\dots\tag{4}$$

The first term gives a factor $e^2\simeq7.39$ for $|d|=a$. The second is the first correction, and it weakens the sensitivity. Under the assumption above, the larger relative errors of the prefactor in (3) largely cancel in a ratio. The cancellation is partial at moderate $R$: the H$_2$ gap ratios quoted below correspond to an effective power of about 2.2 between 6 and 8 bohr rather than $5/2$. The full leading law gives

$$\frac{J(R+d)}{J(R)}=\left(1+\frac dR\right)^{5/2}e^{-2d/a};$$

its terms beyond (4) are not a systematic improvement.

For a sideways displacement $d$, the new separation is $\sqrt{R^2+d^2}\simeq R+d^2/(2R)$. Multiplying this small increase by the slope in (4) gives

$$\ln\frac{J'}J\simeq\frac{d^2}{2R}\left(-\frac2a+\frac5{2R}\right).\tag{5}$$

With $d=a$ this is about $-a/R$. A sideways error becomes a large effect only when $d^2$ is comparable with $aR$. The table evaluates the full leading law; its last digits allow the entries to be compared with each other and are finer than the accuracy of the law.

| $R/a$ | inward by $a$: $J'/J$ | outward by $a$: $J/J'$ | sideways by $a$: $J'/J$ |
|---|---|---|---|
| 6 | 4.68 | 5.03 | 0.877 |
| 10 | 5.68 | 5.82 | 0.916 |
| 20 | 6.50 | 6.54 | 0.954 |

## Worked example

Take round model parameters $a=2$ nm, $\varepsilon_r=10$ and $R=20$ nm. They imply $m^*=0.265$ electron masses, $E_a=72.0$ meV and a donor binding energy $E_a/2=36.0$ meV. With $R/a=10$, equation (3) gives

$$J=1.6366\times(72.00\ \text{meV})\times316.23\times2.0612\times10^{-9}\simeq77\ \text{neV},$$

or $J/h\simeq19$ MHz. Now displace one donor by 2 nm:

- Inward: $J'/J=(0.9)^{5/2}e^2=5.68$, so $J'\simeq440$ neV.
- Outward: $J'/J=(1.1)^{5/2}e^{-2}=0.172$, so $J'\simeq13$ neV.
- Sideways: the separation becomes 20.10 nm and $J'/J=0.916$, so $J'\simeq70$ neV.

Equation (4) alone gives an axial factor $e^{2-0.25}\simeq5.75$, between the inward and outward values. The logarithmic slope is $-2/(2\ \text{nm})+5/(40\ \text{nm})=-0.875$ nm$^{-1}$. A ten per cent increase in $J$ therefore needs an inward shift of only $\ln1.1/0.875\simeq0.109$ nm. If the coupling cannot be tuned after fabrication, for example by gate voltages, control of $J$ at that level requires axial placement far finer than the Bohr radius. Such a shift is shorter than an interatomic distance (0.235 nm in silicon), and donors occupy lattice sites. In this model one axial step of 0.235 nm already changes $J$ by a factor of about 1.23, so the number means that the site itself must be right.

## Comparison at finite separation and limits

H$_2$ is the same scaled problem, so it checks the law at moderate $R$. Full configuration interaction in a finite Gaussian basis, with fixed nuclei, gives singlet–triplet gaps 1.137, 1.081 and 1.039 times the leading law at $R=6$, 7 and 8 bohr. The ratio of gaps between 6 and 7 bohr is 5.29, against 5.03 from the law; between 7 and 8 bohr it is 5.51, against 5.29. The severalfold axial sensitivity is therefore present in a calculation that does not use the asymptotic derivation.

The approach of the first three ratios to 1 should not be read as proof of convergence. Removing the $d$ functions at 8 bohr lowers the gap by 4.0% of its full-basis value, as large as the remaining difference from the law. Enlarging the basis moves the values the other way: 9s5p3d on each atom with added midbond functions gives 1.149, 1.096 and 1.058, and gap ratios of 5.27 and 5.48. The ratios to the law are therefore uncertain by 1–2%, and the gap ratios by about half a per cent.

The derivation requires $R\gg a$, so that the tunnelling region is narrow compared with its length. It also assumes one isotropic valley and a purely Coulombic donor potential. Valley interference, mass anisotropy, central-cell corrections, electric fields and nearby interfaces lie outside it. In particular, the weak sideways dependence in (5) is a result for this isotropic model and cannot be carried over to a multivalley host without a separate calculation. The numerical output gives the values of the law, the table and the worked example in full.

## Computed results

```
coefficient C (dimensionless): 1.6366
C from surface integral at R/a = 40000: 1.6369
power of R from surface integral, with chi: 2.4996
power of R from surface integral, chi = 1: 2.9998
largest error of ln chi on rays: 6.7e-04
1D model, singlet-triplet gap (hartree): 8.22136e-04
1D model, gap from flux (hartree): 8.25940e-04
1D model, half-space overlap: 0.49983
H2 R = 6 bohr: CI gap 1.008e-03 hartree, law 8.867e-04 hartree, CI/law 1.137
H2 R = 7 bohr: CI gap 1.907e-04 hartree, law 1.764e-04 hartree, CI/law 1.081
H2 R = 8 bohr: CI gap 3.463e-05 hartree, law 3.334e-05 hartree, CI/law 1.039
H2 J(6)/J(7): CI 5.29, law 5.03
H2 J(7)/J(8): CI 5.51, law 5.29
H2 R = 8 bohr, gap change without d functions: -4.01 %
effective Bohr radius a: 2.0 nm
relative permittivity: 10.0
implied effective mass: 0.2646 electron masses
energy scale E_a: 72.00 meV
donor binding energy E_a/2: 36.00 meV
separation R: 20.0 nm, R/a = 10.0
(R/a)^(5/2): 316.23
exp(-2R/a): 2.0612e-09
exchange J: 76.80 neV
exchange J/h: 18.57 MHz
J after 2 nm inward: 436.1 neV, J'/J = 5.678
J after 2 nm outward: 13.19 neV, J'/J = 0.1717, J/J' = 5.822
J after 2 nm sideways: 70.38 neV, J'/J = 0.9164
new separation after sideways shift: 20.100 nm
slope d ln J/dR: -0.8750 per nm
inward shift raising J by 10 %: 0.1090 nm
R/a = 6: inward gain 4.68, outward loss 5.03, sideways J'/J 0.877
R/a = 10: inward gain 5.68, outward loss 5.82, sideways J'/J 0.916
R/a = 20: inward gain 6.50, outward loss 6.54, sideways J'/J 0.954
large-R limit of the axial factor, e^2: 7.389
```
